# Two-Sided Bounds on Film Permittivity from Finite Samples

A simulated porous insulator with 25 % porosity is cut into cubes of 8 nm edge. If the potential on each cube's surface is made linear, the apparent relative permittivities average 2.43. If a uniform displacement is imposed on the same cubes, the corresponding average is 2.28. The uncut material lies between 2.35 and 2.40. Halving the mesh spacing would move the two averages inward by roughly 0.01 and 0.03, respectively. The cubes and their number are the same in both cases; with the right kind of average, the boundary condition decides on which side the answer falls. In the second case it is the inverse permittivity that must be averaged.

## 1. Setting and claim

The relative permittivity \(\varepsilon(\mathbf x)\) is a symmetric tensor with eigenvalues between two positive constants. The response is static, local and linear. With \(\mathbf D\) divided by the vacuum permittivity,

\[
\mathbf E=-\nabla\phi,\qquad \mathbf D=\varepsilon\mathbf E,\qquad \nabla\cdot\mathbf D=0 .
\]

Statistical homogeneity means that the law of \(\varepsilon\) is unchanged by translation. \(\mathbb E[\cdot]\) is the ensemble mean and \(\langle\cdot\rangle_V\) the volume mean over a sample \(V\), whose outward normal is \(\mathbf n\). Two experiments define apparent tensors:

- **Linear potential:** \(\phi=-\mathbf E_0\cdot\mathbf x\) on \(\partial V\), and \(\langle\mathbf D\rangle_V=\varepsilon^E_V\mathbf E_0\).
- **Uniform displacement:** \(\mathbf D\cdot\mathbf n=\mathbf D_0\cdot\mathbf n\) on \(\partial V\), and \(\langle\mathbf E\rangle_V=S_V\mathbf D_0\).

The apparent permittivity in the second experiment is \(S_V^{-1}\). For samples placed without regard to the structure, and of a shape whose translates tile space,

\[
\boxed{\;\mathbb E[S_V]^{-1}\;\le\;\varepsilon^*\;\le\;\mathbb E[\varepsilon^E_V]\;}
\tag{1}
\]

where \(A\le B\) means \(\mathbf a\cdot A\mathbf a\le\mathbf a\cdot B\mathbf a\) for every vector \(\mathbf a\).

The effective tensor \(\varepsilon^*\) is defined by

\[
\bar{\mathbf E}\cdot\varepsilon^*\bar{\mathbf E}
=\min_{\mathbf e}\mathbb E\big[(\bar{\mathbf E}+\mathbf e)\cdot\varepsilon(\bar{\mathbf E}+\mathbf e)\big],
\tag{2}
\]

where \(\mathbf e\) runs over curl-free fields of zero mean and finite mean square that are statistically homogeneous jointly with \(\varepsilon\). At the minimum \(\mathbf E=\bar{\mathbf E}+\mathbf e\), the first variation vanishes: \(\mathbb E[\mathbf e'\cdot\mathbf D]=0\) for every admissible \(\mathbf e'\). Taking \(\mathbf e'=\nabla w\) with \(w\) homogeneous gives \(\mathbb E[w\,\nabla\cdot\mathbf D]=0\), because the mean of a divergence of a homogeneous field is zero. Hence \(\nabla\cdot\mathbf D=0\). If \(\mathbf E'\) is the minimizer for another mean \(\bar{\mathbf E}'\), then

\[
\bar{\mathbf E}'\cdot\mathbb E[\mathbf D]
=\mathbb E[(\mathbf E'-\mathbf e')\cdot\mathbf D]
=\mathbb E[\mathbf E'\cdot\varepsilon\mathbf E]
=\bar{\mathbf E}'\cdot\varepsilon^*\bar{\mathbf E}.
\]

The last step holds because a symmetric bilinear form is fixed by its quadratic form. Thus \(\mathbb E[\mathbf D]=\varepsilon^*\bar{\mathbf E}\), as an effective permittivity requires. Ergodicity, the equality of ensemble and large-volume means, is needed to identify \(\varepsilon^*\) with the property of one large film.

## 2. Averages in a sample

For the linear potential, the divergence theorem gives

\[
\langle E_i\rangle_V=-\frac1{|V|}\oint\phi\,n_i\,dA
=\frac{E_{0j}}{|V|}\oint x_jn_i\,dA=E_{0i},
\]

since \(\oint x_jn_i\,dA=|V|\delta_{ij}\). For uniform displacement, \(\partial_j(x_iD_j)=D_i\), and therefore

\[
\langle D_i\rangle_V=\frac1{|V|}\oint x_i\,\mathbf D\cdot\mathbf n\,dA
=\frac{D_{0j}}{|V|}\oint x_in_j\,dA=D_{0i}.
\]

For any potential \(\psi\) with \(\mathbf F=-\nabla\psi\), and any divergence-free \(\mathbf D\),

\[
\langle\mathbf F\cdot\mathbf D\rangle_V=-\frac1{|V|}\oint\psi\,\mathbf D\cdot\mathbf n\,dA .
\tag{3}
\]

If \(\psi=-\mathbf E_0\cdot\mathbf x\) on the surface, the right side is \(\mathbf E_0\cdot\langle\mathbf D\rangle_V\). If instead \(\mathbf D\cdot\mathbf n=\mathbf D_0\cdot\mathbf n\), it is \(\mathbf D_0\cdot\langle\mathbf F\rangle_V\). In both experiments, therefore, the energy form \(\langle\mathbf E\cdot\mathbf D\rangle_V\) equals \(\langle\mathbf E\rangle_V\cdot\langle\mathbf D\rangle_V\), and energy and mean fields give the same apparent tensor. Applying (3) to two different loads shows that \(\varepsilon_V^E\) and \(S_V\) are symmetric.

## 3. Two variational principles

**Linear potential.** Let \(\mathbf E\) be the solution and \(\mathbf F=\mathbf E-\nabla w\) a trial field with \(w=0\) on \(\partial V\). Then

\[
\langle\mathbf F\cdot\varepsilon\mathbf F\rangle_V
=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle_V
-2\langle\nabla w\cdot\mathbf D\rangle_V
+\langle\nabla w\cdot\varepsilon\nabla w\rangle_V .
\]

The middle term vanishes by (3), and the last is not negative. Hence

\[
\mathbf E_0\cdot\varepsilon_V^E\mathbf E_0
=\min_{\psi=-\mathbf E_0\cdot\mathbf x\ \text{on}\ \partial V}
\langle\mathbf F\cdot\varepsilon\mathbf F\rangle_V .
\tag{4}
\]

**Uniform displacement.** Here the trial potential is free on the boundary. With \(\mathbf E,\mathbf D\) the solution, (3) gives \(\mathbf D_0\cdot\langle\mathbf F\rangle_V=\langle\mathbf F\cdot\varepsilon\mathbf E\rangle_V\). Completing the square,

\[
\begin{aligned}
2\mathbf D_0\cdot\langle\mathbf F\rangle_V-\langle\mathbf F\cdot\varepsilon\mathbf F\rangle_V
&=2\langle\mathbf F\cdot\varepsilon\mathbf E\rangle_V-\langle\mathbf F\cdot\varepsilon\mathbf F\rangle_V\\
&=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle_V
-\langle(\mathbf F-\mathbf E)\cdot\varepsilon(\mathbf F-\mathbf E)\rangle_V .
\end{aligned}
\]

The first term on the last line is \(\mathbf D_0\cdot S_V\mathbf D_0\), so

\[
\mathbf D_0\cdot S_V\mathbf D_0
=\max_{\psi}\{2\mathbf D_0\cdot\langle\mathbf F\rangle_V
-\langle\mathbf F\cdot\varepsilon\mathbf F\rangle_V\}.
\tag{5}
\]

## 4. Proof of the bounds

**Upper bound.** Tile space with translates of \(V\), giving the grid a uniformly random offset independent of the medium. In each tile insert the linear-potential solution with \(\mathbf E_0=\bar{\mathbf E}\). Neighbouring potentials agree on shared faces, so the assembled field is curl-free. Its deviation from \(\bar{\mathbf E}\) has zero mean in each tile, and the random offset makes it homogeneous.

The offset adds randomness absent from the medium. Averaging the trial field over offsets at fixed \(\varepsilon\) removes it, leaves the field admissible in (2), and cannot raise the energy, which is convex in the field. The energy of the assembled field is the mean tile energy, so

\[
\bar{\mathbf E}\cdot\varepsilon^*\bar{\mathbf E}
\le\bar{\mathbf E}\cdot\mathbb E[\varepsilon^E_V]\bar{\mathbf E}.
\]

Physically, pinning the potential on internal surfaces removes freedom to relax and raises the stored energy at fixed mean field.

**Lower bound.** Take the true field of (2), restrict it to \(V\), and use it as the trial in (5). Homogeneity turns the ensemble means of volume averages into point means:

\[
\mathbf D_0\cdot\mathbb E[S_V]\mathbf D_0
\ge2\mathbf D_0\cdot\bar{\mathbf E}-\bar{\mathbf E}\cdot\varepsilon^*\bar{\mathbf E}.
\tag{6}
\]

The right side is largest where its gradient \(2\mathbf D_0-2\varepsilon^*\bar{\mathbf E}\) vanishes. Inserting \(\bar{\mathbf E}=(\varepsilon^*)^{-1}\mathbf D_0\) gives

\[
\mathbb E[S_V]\ge(\varepsilon^*)^{-1}.
\]

Inversion reverses this order. If \(A\ge B>0\), then \(B^{-1/2}AB^{-1/2}\) has eigenvalues of at least one, so its inverse \(B^{1/2}A^{-1}B^{1/2}\) has eigenvalues of at most one, and \(A^{-1}\le B^{-1}\). This completes (1). The lower bound did not use tiling; the upper bound did.

The samples must be drawn without bias. Rejecting cubes whose surfaces cut a pore, for instance, changes their law and voids the proof. A single sample bounds nothing: among the 8 nm cubes, individual linear-potential values run from 2.23 to 2.59.

## 5. Why the plain mean is not a lower bound

For a positive symmetric \(S\), completing the square gives \(\mathbf b\cdot S^{-1}\mathbf b\ge2\mathbf a\cdot\mathbf b-\mathbf a\cdot S\mathbf a\). Averaging and choosing \(\mathbf a=\mathbb E[S]^{-1}\mathbf b\) yields

\[
\mathbb E[S_V^{-1}]\ge\mathbb E[S_V]^{-1}.
\]

The plain mean of the apparent permittivities therefore lies above the proven bound, and nothing in the proof keeps it below \(\varepsilon^*\).

A laminate shows the failure. Let equal layers of permittivity 3 and 1 lie normal to the field, and let the samples be so thin that those straddling an interface are negligibly few. Then \(S\) is \(1/3\) or \(1\), and

\[
\mathbb E[S]^{-1}=\frac{1}{\tfrac12(\tfrac13+1)}=1.5,
\qquad
\mathbb E[S^{-1}]=\tfrac12(3+1)=2 .
\]

The displacement is continuous through the layers, so the true normal permittivity is 1.5. The correct bound is attained, while the plain mean exceeds the true value by one third.

In the porous film, with \(z\) along the film normal, the plain means of \(1/S_{zz}\) for 2, 4, 8 and 16 nm cubes are 2.28, 2.24, 2.28 and 2.31, all below the effective value. Halving the voxel edge in one cell raises the first two by about 0.03, which leaves them below it. That ordering cannot persist for ever smaller cubes. A vanishing sample almost surely lies in one phase, so the plain mean tends to the arithmetic mean, 2.50, which is above the effective value.

## 6. Larger samples and limiting means

Cut a sample \(V\) into \(N\) translated copies \(V_k\) of a smaller shape. Gluing the small linear-potential solutions together gives a trial for (4) on \(V\). Restricting the displacement solution of \(V\) to each piece gives trials for (5) on the \(V_k\). Hence

\[
\varepsilon_V^E\le\frac1N\sum_k\varepsilon_{V_k}^E,
\qquad
S_V\le\frac1N\sum_kS_{V_k}.
\tag{7}
\]

After ensemble averaging, both bounds tighten, or stay equal, under such nested enlargement. The argument does not order sizes that do not nest.

The outer limits follow from the same principles. A uniform trial field in (4) gives \(\varepsilon_V^E\le\langle\varepsilon\rangle_V\). Maximizing the integrand of (5) point by point, ignoring that \(\mathbf F\) must be a gradient, gives \(S_V\le\langle\varepsilon^{-1}\rangle_V\). Therefore

\[
\mathbb E[\varepsilon^{-1}]^{-1}\le\mathbb E[S_V]^{-1}
\le\varepsilon^*\le\mathbb E[\varepsilon_V^E]\le\mathbb E[\varepsilon].
\]

These inequalities were tested on a random periodic two-dimensional map of \(12\times12\) squares with permittivities 1 and 10. Its 144 translations by whole squares form an ensemble, homogeneous under such shifts, that can be enumerated in full. Each square carries one bilinear element for the potential, in the windows and in the periodic map alike. The proofs carry over to this discrete model, but its values are not converged permittivities of the map. For windows of edge 2, 3, 4, 6 and 12, both tensor inequalities in (1) held, as did the nested ordering. In the \(xx\) component the bounds moved from 2.39 and 5.38 at edge 2 to 3.41 and 4.10 at edge 12, around an effective value of 3.74. These numbers bound only the discrete model. With each square split into \(16\times16\) elements, the two discretizations of Section 8 place the map's own \(xx\) value between 3.19 and 3.30, below the discrete lower value 3.41. Potential elements err upward under uniform displacement as well, which is why Section 8 uses fluxes for the lower bound.

## 7. A film between electrodes

A capacitor has a finite thickness \(H\), so it need not have the bulk value \(\varepsilon^*\). Let \(\mathbf z\) be the unit normal, and define \(\varepsilon_f\) by \(\langle D_z\rangle=\varepsilon_fE\) when the voltage is \(EH\) and the film is laterally unbounded. Assume that whole tiles fill the thickness and that their law is the same at every depth.

The electrodes fix constant potentials, and the film field minimizes the energy form \(\langle\mathbf E\cdot\varepsilon\mathbf E\rangle\), whose minimum is \(\varepsilon_fE^2\), subject to them. Glued linear-potential tiles satisfy these conditions, so \(\varepsilon_f\le\mathbb E[\varepsilon_V^E]_{zz}\).

For the other side, write \(M=\mathbb E[S_V]\) and put the true film field, with mean \(E\mathbf z\), into (5) for every tile. Averaging over tiles gives

\[
\mathbf D_0\cdot M\mathbf D_0\ge2E\,\mathbf D_0\cdot\mathbf z-\varepsilon_fE^2 .
\]

With \(\mathbf D_0=EM^{-1}\mathbf z\), the left side is \(E^2(M^{-1})_{zz}\) and the first term on the right is twice that. Thus \(\varepsilon_f\ge(M^{-1})_{zz}\).

One load direction gives only \(M_{zz}\). That suffices for a weaker bound: the Cauchy–Schwarz inequality for \(M^{1/2}\mathbf z\) and \(M^{-1/2}\mathbf z\) gives \(1\le M_{zz}(M^{-1})_{zz}\), hence

\[
\frac1{M_{zz}}\le(M^{-1})_{zz}\le\varepsilon_f .
\tag{8}
\]

The lower values quoted for the porous film are \(1/M_{zz}\).

## 8. Keeping the bounds safe on a mesh

A numerical solution must err outward, or the inequality may be lost. Consider a medium of cubic voxels with scalar permittivity.

For the upper bound, use continuous potentials that are trilinear in each voxel. They are a subset of the trials in (4), so the computed \(\varepsilon_V^E\) can only be too large.

For the lower bound, use fluxes. Let \(\mathbf D'=\mathbf D+\mathbf d\) be divergence-free with the prescribed normal component, so that \(\mathbf d\cdot\mathbf n=0\) on \(\partial V\). The cross term \(2\langle\mathbf d\cdot\mathbf E\rangle_V\) vanishes by (3), and

\[
\langle\mathbf D'\cdot\varepsilon^{-1}\mathbf D'\rangle_V
=\mathbf D_0\cdot S_V\mathbf D_0+\langle\mathbf d\cdot\varepsilon^{-1}\mathbf d\rangle_V .
\]

A trial flux can therefore only make \(S_V\) too large and its inverse too small. Let each component of \(\mathbf D'\) vary linearly between opposite voxel faces, with zero net outflow per voxel. For face values \(a\) and \(b\), the mean square is \((a^2+ab+b^2)/3\). Replacing it by \((a^2+b^2)/2\) adds \((a-b)^2/6\ge0\), again the safe direction.

The simplified energy is that of a resistor network. Each half voxel has resistance \(1/(2\varepsilon)\) in voxel units, so neighbours are joined by the conductance

\[
g=\left(\frac1{2\varepsilon_1}+\frac1{2\varepsilon_2}\right)^{-1}
=\frac{2\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2}.
\]

For a cube of \(t^3\) voxels, inject unit flux into each bottom voxel, extract it from each top voxel, and let no flux cross the sides. With node potentials \(p_i\) and injections \(b_i=+1,-1,0\), dissipation in the links plus the outer half voxels gives

\[
S_{zz}=\frac1{t^3}\left[\sum_ib_ip_i
+\sum_{i\in\text{bottom, top}}\frac1{2\varepsilon_i}\right].
\]

For uniform \(\varepsilon\), the potential drop between end nodes is \((t-1)/\varepsilon\). The bracket is \(t^2(t-1)/\varepsilon+t^2/\varepsilon=t^3/\varepsilon\), and \(S_{zz}=1/\varepsilon\), as required.

## 9. Porous low-k example

The matrix has permittivity 3.0 and the pores 1.0. Pores are overlapping spheres of 2.5 nm diameter in periodic cells of 16 nm edge, with 0.5 nm voxels. For randomly placed spheres the expected solid fraction is close to \(\exp(-Nv/V_{\rm cell})\), where \(v\) is the volume of one sphere. A target porosity of 0.25 requires

\[
N=-\ln(0.75)\,\frac{16^3}{\pi(2.5)^3/6}\simeq144 .
\]

Four such cells were cut into cubes. The pooled bounds, with standard errors of at most 0.005 estimated from the four cells, are:

| Cube edge (nm) | Lower | Upper |
|---:|---:|---:|
| 2 | 2.107 | 2.477 |
| 4 | 2.206 | 2.452 |
| 8 | 2.278 | 2.430 |
| 16 | 2.314 | 2.416 |

The harmonic and arithmetic means, 2.00 and 2.50, enclose them all. The cells' periodic effective value averages between 2.347 from the network and 2.398 from the trilinear potentials. This bracket is mesh error, not a spread of material properties. The ordering of lower bounds, periodic values, capacitor value and upper bounds was tested in each cell and held.

To separate boundary effects from mesh error, compare each bound with the periodic value of the same discretization. The upper bound at 8 nm is high by \(2.430-2.398=0.032\); the lower is low by \(2.347-2.278=0.069\). At 16 nm the offsets are 0.018 and 0.034. On this mesh both roughly halve between these two sizes, while at smaller edges the upper offset falls more slowly.

Mesh error can be reduced at fixed geometry. In the first cell, halving the voxel edge lowers the 8 nm upper bound by 0.011 and raises the lower one by 0.025. The tabulated bounds therefore err on the safe side, but are not converged to the digits shown. For one 8 nm block repeated periodically, halving the voxel edge narrows the bracket from 2.363–2.415 to 2.384–2.404. Neither mesh removes the difference between voxelized pores and smooth spheres.

For a 16 nm film, the 8 nm bounds translate into capacitance per area through \(C/A=\varepsilon_0\varepsilon_f/H\). Rounded outward, they are

\[
1.26\ \mathrm{fF/\mu m^2}\le C/A\le1.35\ \mathrm{fF/\mu m^2}.
\]

The trilinear capacitor value is 2.403, which errs upward: in the first cell, halving the voxel edge lowers it by 0.011. These are sampled estimates of the ensemble bounds. The 16 nm cubes also inherit the periodicity of their cells, so their law is not quite that of an unbounded random film.

The parameters are rough typical values for porous organosilicate insulators between interconnects, and a permittivity near 2.4 is ordinary for that class. A local continuum permittivity with sharp pore walls is itself an idealization here, since 0.5 nm voxels and 2 nm cubes approach molecular size. Real films can also break the assumptions of a dry pore space and equal statistics at every depth. In the first cell, filling 1 % of the volume with scattered water voxels of permittivity 80 raises the trilinear periodic value from 2.39 to 2.52, about 5 %. This overstates the effect, because single-voxel inclusions of such high contrast are poorly resolved. With the voxel edge halved, the two discretizations bracket the wet value between about 2.41 and 2.48 and the dry one between 2.36 and 2.38, so the rise is between about 1 and 5 %. Raising the matrix permittivity to 4.0 in the top 2 nm, a simple model of plasma damage, moves the capacitor value from 2.39 to 2.46, about 3 %. On the original mesh both results exceed the dry, undamaged 8 nm upper bound of 2.43, but these are upward-erring values. The refined brackets, 2.41–2.48 for the wet cell and 2.428–2.448 for the damaged film, both contain 2.43 and leave the comparison with that figure open. Such an excess is no contradiction, because that bound belongs to a different medium. Water in nanometre pores need not have its bulk permittivity, so the first figure is an order of magnitude.

The other effects sized are smaller. Heating by 100 K, with an assumed linear expansion of \(10^{-5}\) per kelvin and fixed polarizability, lowers the periodic value by 0.3 %. At 1 GHz and an assumed resistivity of \(10^{15}\) ohm cm, conduction current is about \(10^{-12}\) of displacement current, and the thickness is about \(10^{-7}\) of the wavelength, which supports the static treatment as far as leakage and retardation go. The estimate uses a DC resistivity and leaves out dielectric relaxation loss and dispersion. At 0.7 V the applied field is 0.44 MV/cm, the mean pore field 0.53 MV/cm and the largest voxel average 0.86 MV/cm. Halving the voxel edge raises the last two to 0.54 and 0.95 MV/cm, so the peak is not converged. Breakdown fields of such films are roughly several MV/cm, but the bounds concern mean linear response and say nothing about breakdown, which depends on local extremes and defects.

## Numbers as computed

```
2D test: 12x12 map, permittivities 1 and 10
effective xx 3.7402, yy 4.1847, xy 0.0520
window edge: lower xx, upper xx, plain mean of inv(S) xx
   2: 2.3931, 5.3778, 3.4313
   3: 2.6865, 4.9985, 3.2267
   4: 2.8720, 4.7466, 3.2294
   6: 3.1103, 4.4482, 3.2590
  12: 3.4090, 4.0994, 3.4114
Laminate, equal layers 3 and 1, one layer per sample
effective normal value 1.5000
inverse of mean S 1.5000, plain mean of 1/S 2.0000
linear potential: mean 2.0000, smallest sample 1.0000
Porous film: matrix 3.0, pores 1.0
pore diameter 2.5 nm, voxel 0.5 nm, thickness 16.0 nm
4 cells, 144 pores each, target porosity 0.25
porosity of the cells: 0.2527 0.2497 0.2486 0.2473
harmonic mean 2.0011, arithmetic mean 2.5008
sample edge nm: lower (std err), upper (std err)
   2.0: 2.1071 (0.0036), 2.4772 (0.0028)
   4.0: 2.2064 (0.0043), 2.4515 (0.0039)
   8.0: 2.2778 (0.0027), 2.4300 (0.0036)
  16.0: 2.3137 (0.0030), 2.4157 (0.0035)
sample edge nm: plain mean of 1/S, min and max single upper value
   2.0: 2.2755, 1.0000, 3.0000
   4.0: 2.2415, 1.8164, 2.9674
   8.0: 2.2824, 2.2294, 2.5892
  16.0: 2.3137, 2.4055, 2.4219
periodic effective value between 2.3473 and 2.3981
plate-capacitor film value (errs upward) 2.4026
capacitance bounds, 8 nm samples: 1.2605 to 1.3447 fF/um2
Mesh test, 8 nm block repeated periodically
0.50 nm mesh: 2.3626 to 2.4154
0.25 nm mesh: 2.3838 to 2.4040
Neglected effects, first cell
reference: periodic 2.3899, film 2.3935
water, 1 % of volume at permittivity 80: periodic 2.5161
top 2.0 nm with matrix at 4.0: film 2.4595
heating 100 K, linear expansion 1e-05 /K:
  matrix 2.9900, periodic 2.3833
applied field at 0.7 V: 0.4375 MV/cm
voxel field: pore mean 0.5293, peak 0.8595 MV/cm
at 1 GHz, 1e+15 ohm cm: conduction/displacement 7.5e-13
film thickness / wavelength 8.3e-08
```
